# Standard Error of the Weibull Slope from Complete Breakdown-Time Samples: a numerical check

```python
"""
Result under test: for n complete Weibull failure times with unknown scale,
the maximum-likelihood slope has large-sample standard error
    (sqrt(6)/pi) * beta / sqrt(n) = 0.780 * beta / sqrt(n).

Symbols: F(t) = 1 - exp(-(t/eta)**beta); beta = slope, eta = scale (h),
mu = ln(eta), w = (t/eta)**beta (unit exponential), n = number of devices.
Information matrices are per device, in the order (beta, mu).
Example: low-k comb structures under constant-voltage stress.
"""
import numpy as np
from scipy.constants import k as k_boltzmann, e as e_charge
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import digamma
from scipy.stats import weibull_min

rng = np.random.default_rng(20)
g = np.euler_gamma
C = np.sqrt(6) / np.pi


def score_by_differences(log_function, beta, mu, h=1e-4):
    """Central differences of a log density or log survival function."""
    return np.array([
        (log_function(beta + h, mu) - log_function(beta - h, mu)) / (2 * h),
        (log_function(beta, mu + h) - log_function(beta, mu - h)) / (2 * h)])


def information_by_quadrature(beta, eta, t_stop=None):
    """Mean outer product of the score, from the definition."""
    mu = np.log(eta)
    upper = 4.0 if t_stop is None else beta * np.log(t_stop / eta)
    nodes, weights = np.polynomial.legendre.leggauss(400)
    x = -40 + (upper + 40) * (nodes + 1) / 2
    weights = weights * (upper + 40) / 2
    t = eta * np.exp(x / beta)
    probability = weights * np.exp(x - np.exp(x))
    s = score_by_differences(
        lambda b, m: weibull_min.logpdf(t, b, scale=np.exp(m)), beta, mu)
    info = (s * probability) @ s.T
    if t_stop is not None:
        s = score_by_differences(
            lambda b, m: weibull_min.logsf(t_stop, b, scale=np.exp(m)),
            beta, mu)
        info += np.outer(s, s) * weibull_min.sf(t_stop, beta, scale=eta)
    return info


def fit(times):
    """Maximum-likelihood slope and ln(scale) for each row of times."""
    x = np.log(times)
    top = x.max(axis=1)
    d = x - top[:, None]
    d2 = d * d
    mean_d = d.mean(axis=1)
    b = np.pi / (np.sqrt(6) * d.std(axis=1))
    converged = False
    for _ in range(50):
        p = np.exp(b[:, None] * d)
        s0 = p.sum(axis=1)
        m1 = np.einsum('ij,ij->i', p, d) / s0
        m2 = np.einsum('ij,ij->i', p, d2) / s0
        step = (m1 - 1 / b - mean_d) / (m2 - m1**2 + 1 / b**2)
        new_b = np.maximum(b - step, b / 2)
        change = np.max(np.abs(new_b / b - 1))
        b = new_b
        if change < 1e-9:
            converged = True
            break
    assert converged
    s0 = np.exp(b[:, None] * d).sum(axis=1)
    return b, top + np.log(s0 / times.shape[1]) / b


def slope_ratio(beta_sigma):
    """Limit of fitted slope / true slope when ln(eta) scatters normally."""
    return brentq(lambda x: x * beta_sigma**2 + digamma(1 + x) + g - 1 / x,
                  0.01, 1.5)


def efficient_score(w):
    return np.log(w) - w * np.log(w) + (1 - g) * w + g


# Example inputs
n, beta, eta = 40, 1.5, 20.0
voltage, spacing, spacing_sd = 20.0, 40.0, 0.5      # V, nm, nm
field_acceleration = 4.0                            # cm/MV
temperature, temperature_sd, activation = 398.0, 1.0, 0.6   # K, K, eV
t_stop, t_early, p_low = 24.0, 0.2, 0.001           # h, h, fraction
field = 10 * voltage / spacing                      # 1 V/nm = 10 MV/cm

# Information matrix: closed form against differences and quadrature
for b_test, eta_test in ((0.8, 3.0), (beta, eta)):
    closed = np.array([[(np.pi**2 / 6 + (1 - g)**2) / b_test**2, -(1 - g)],
                       [-(1 - g), b_test**2]])
    numeric = information_by_quadrature(b_test, eta_test)
    assert np.allclose(numeric, closed, rtol=1e-5, atol=1e-6)
    assert abs(np.sqrt(np.linalg.inv(numeric)[0, 0]) / b_test - C) < 1e-5
info = numeric
covariance = np.linalg.inv(info)
known_scale_constant = 1 / np.sqrt(info[0, 0]) / beta
assert abs(covariance[0, 1] - 6 * (1 - g) / np.pi**2) < 1e-5

# Mean and variance of the efficient score
q_mean = quad(lambda x: efficient_score(np.exp(x)) * np.exp(x - np.exp(x)),
              -40, 4, limit=200)[0]
q_var = quad(lambda x: efficient_score(np.exp(x))**2
             * np.exp(x - np.exp(x)), -40, 4, limit=200)[0]
assert abs(q_mean) < 1e-7 and abs(q_var - np.pi**2 / 6) < 1e-6

# Fitting routine against a general likelihood optimiser
sample = eta * rng.exponential(size=(1, n))**(1 / beta)
b_one, mu_one = fit(sample)
b_ref, _, eta_ref = weibull_min.fit(sample[0], floc=0)
assert abs(b_one[0] / b_ref - 1) < 1e-3
assert abs(np.exp(mu_one[0]) / eta_ref - 1) < 1e-3

# Simulated samples of several sizes
runs = 20000
y_low = np.log(-np.log1p(-p_low))
simulation = {}
for size in (10, 20, n, 400):
    w = rng.exponential(size=(runs, size))
    times = eta * w**(1 / beta)
    b, mu = fit(times)
    z = np.log(b / beta) * np.sqrt(size) / C
    simulation[size] = dict(
        mean=b.mean() / beta, constant=np.sqrt(size) * b.std() / beta,
        coverage=np.mean(np.abs(z) < 1.96),
        percentile_sd=np.std(mu + y_low / b))
    if size == n:
        w_small, times_small, b_small = w, times, b
big = simulation[400]
# 3 %: sampling error near 0.5 % plus the remaining finite-size excess
assert abs(big['constant'] / C - 1) < 0.03
assert abs(big['coverage'] - 0.95) < 0.01
linear = efficient_score(w).mean(axis=1) / (np.pi**2 / 6)
correlation = np.corrcoef(linear, b / beta - 1)[0, 1]
assert correlation > 0.99


def percentile_error(size):
    return np.sqrt((1 + C**2 * (y_low - 1 + g)**2) / size) / beta


assert abs(big['percentile_sd'] / percentile_error(400) - 1) < 0.03

# One early failure: linear prediction against refitted samples
w_early = (t_early / eta)**beta
early_linear = C**2 * efficient_score(w_early)
altered = times[:5000].copy()
altered[:, 0] = t_early
early_big = np.mean(fit(altered)[0] - b[:5000]) / beta
assert abs(early_big * 400 / early_linear - 1) < 0.10
altered = times_small.copy()
altered[:, 0] = t_early
early_small = np.mean(fit(altered)[0] - b_small) / beta
del w, times, altered

# Test stopped at a fixed time
w_stop = (t_stop / eta)**beta
fraction = 1 - np.exp(-w_stop)
m1, m2 = [quad(lambda x: x**j * np.exp(x - np.exp(x)), -40,
               np.log(w_stop), limit=200)[0] / fraction for j in (1, 2)]
stopped_constant = 1 / np.sqrt(fraction * (m2 - m1**2))
stopped_info = information_by_quadrature(beta, eta, t_stop)
stopped_numeric = np.sqrt(np.linalg.inv(stopped_info)[0, 0]) / beta
assert abs(stopped_constant - stopped_numeric) < 1e-4

# Duration of a complete test: median time of the last failure
last_median = eta * (-np.log(1 - 0.5**(1 / n)))**(1 / beta)
assert abs(np.median(times_small.max(axis=1)) / last_median - 1) < 0.02

# Scatter of spacing and temperature between devices
sigma_space = field_acceleration * field * spacing_sd / spacing
sigma_temp = (activation * e_charge / (k_boltzmann * temperature**2)
              * temperature_sd)
ratio_space = slope_ratio(beta * sigma_space)
ratio_temp = slope_ratio(beta * sigma_temp)
small = 0.05
assert abs((1 - slope_ratio(small)) / (C * small)**2 - 1) < 0.02


def times_with_spacing_scatter(shape):
    local_field = 10 * voltage / rng.normal(spacing, spacing_sd, shape)
    scale = eta * np.exp(-field_acceleration * (local_field - field))
    return scale * rng.exponential(size=shape)**(1 / beta)


b_huge = fit(times_with_spacing_scatter((1, 1000000)))[0][0]
assert abs(b_huge / beta - ratio_space) < 0.006
b_scatter = fit(times_with_spacing_scatter((runs, n)))[0]

# Results
se = C * beta / np.sqrt(n)
half_width = np.exp(1.96 * C / np.sqrt(n))
t_low = eta * np.exp(y_low / beta)
target = 0.10
print(f"Devices n: {n}; slope beta: {beta}; scale eta: {eta} h")
print(f"Voltage: {voltage} V; spacing: {spacing} nm; field: {field} MV/cm")
print(f"Constant sqrt(6)/pi, unknown scale: {C:.4f}")
print(f"Constant, known scale: {known_scale_constant:.4f}")
print(f"Information beta-beta: {info[0, 0]:.4f}")
print(f"Information beta-mu: {info[0, 1]:.4f}")
print(f"Information mu-mu: {info[1, 1]:.4f}")
print(f"Information on beta, scale eliminated: {1/covariance[0, 0]:.4f}")
print(f"Covariance of slope and ln scale, times n: {covariance[0, 1]:.4f}")
print(f"Variance of efficient score q: {q_var:.4f}")
print(f"Slope standard error: {se:.4f}")
print(f"Relative slope standard error: {100*C/np.sqrt(n):.2f} %")
print(f"95 % factor on slope: {half_width:.4f}")
print(f"Interval if fitted slope is {beta}: "
      f"{beta/half_width:.3f} to {beta*half_width:.3f}")
print(f"Devices for {100*target:.0f} % error: "
      f"{int(np.ceil((C/target)**2))}")
print(f"Percentile level: {100*p_low:.1f} %; y: {y_low:.4f}")
print(f"Lifetime at that level: {t_low:.4f} h")
print(f"Standard error of its logarithm: {percentile_error(n):.4f}")
print(f"One-standard-error lifetime factor: "
      f"{np.exp(percentile_error(n)):.3f}")
print(f"Same log error, simulated, n={n}: "
      f"{simulation[n]['percentile_sd']:.4f}")
print(f"Simulated samples per size: {runs}")
for size, r in simulation.items():
    print(f"n={size}: mean slope/beta {r['mean']:.3f}, "
          f"constant {r['constant']:.3f}, "
          f"coverage {100*r['coverage']:.1f} %")
print(f"Correlation, linear form and fit, n=400: {correlation:.4f}")
print(f"Median time of last failure: {last_median:.1f} h")
print(f"Stop time: {t_stop} h; expected failed: {100*fraction:.1f} %")
print(f"Constant for the stopped test: {stopped_constant:.4f}")
print(f"Slope error, stopped test: "
      f"{stopped_constant*beta/np.sqrt(n):.4f}")
print(f"Spacing scatter: {spacing_sd} nm; "
      f"field acceleration: {field_acceleration} cm/MV")
print(f"Scatter of ln eta from spacing: {sigma_space:.4f}")
print(f"Limiting slope with spacing scatter: {beta*ratio_space:.4f}")
print(f"Its relative shift: {100*(ratio_space-1):.2f} %")
print(f"Small-scatter estimate of shift: "
      f"{-100*(C*beta*sigma_space)**2:.2f} %")
print(f"Slope from 1000000 simulated devices: {b_huge:.4f}")
print(f"With spacing scatter, n={n}: mean slope {b_scatter.mean():.4f}, "
      f"deviation {b_scatter.std():.4f}")
print(f"Temperature: {temperature} K; scatter: {temperature_sd} K; "
      f"activation: {activation} eV")
print(f"Scatter of ln eta from temperature: {sigma_temp:.4f}")
print(f"Slope shift from temperature: {100*(ratio_temp-1):.2f} %")
print(f"Early failure time: {t_early} h; w: {w_early:.6f}")
print(f"Slope shift from it, linear, n={n}: {100*early_linear/n:.2f} %")
print(f"Slope shift from it, refitted, n={n}: {100*early_small:.2f} %")
print("ALL CHECKS PASSED")
```

Printed output:

```
Devices n: 40; slope beta: 1.5; scale eta: 20.0 h
Voltage: 20.0 V; spacing: 40.0 nm; field: 5.0 MV/cm
Constant sqrt(6)/pi, unknown scale: 0.7797
Constant, known scale: 0.7405
Information beta-beta: 0.8105
Information beta-mu: -0.4228
Information mu-mu: 2.2500
Information on beta, scale eliminated: 0.7311
Covariance of slope and ln scale, times n: 0.2570
Variance of efficient score q: 1.6449
Slope standard error: 0.1849
Relative slope standard error: 12.33 %
95 % factor on slope: 1.2733
Interval if fitted slope is 1.5: 1.178 to 1.910
Devices for 10 % error: 61
Percentile level: 0.1 %; y: -6.9073
Lifetime at that level: 0.2001 h
Standard error of its logarithm: 0.6116
One-standard-error lifetime factor: 1.843
Same log error, simulated, n=40: 0.6091
Simulated samples per size: 20000
n=10: mean slope/beta 1.167, constant 1.104, coverage 89.8 %
n=20: mean slope/beta 1.078, constant 0.920, coverage 92.4 %
n=40: mean slope/beta 1.037, constant 0.840, coverage 93.7 %
n=400: mean slope/beta 1.003, constant 0.781, coverage 94.8 %
Correlation, linear form and fit, n=400: 0.9954
Median time of last failure: 50.9 h
Stop time: 24.0 h; expected failed: 73.1 %
Constant for the stopped test: 1.0279
Slope error, stopped test: 0.2438
Spacing scatter: 0.5 nm; field acceleration: 4.0 cm/MV
Scatter of ln eta from spacing: 0.2500
Limiting slope with spacing scatter: 1.3879
Its relative shift: -7.47 %
Small-scatter estimate of shift: -8.55 %
Slope from 1000000 simulated devices: 1.3888
With spacing scatter, n=40: mean slope 1.4433, deviation 0.1878
Temperature: 398.0 K; scatter: 1.0 K; activation: 0.6 eV
Scatter of ln eta from temperature: 0.0440
Slope shift from temperature: -0.26 %
Early failure time: 0.2 h; w: 0.001000
Slope shift from it, linear, n=40: -9.61 %
Slope shift from it, refitted, n=40: -9.82 %
ALL CHECKS PASSED
```
